Drift and Stability in Extended-Lagrangian Born-Oppenheimer Dynamics with Incomplete SCF

An H2 molecule vibrates classically at the RHF/6-31G** level, with a time step of 0.25 fs and one SCF cycle per step. If each cycle starts from the density of the previous step, the vibrational energy decays at a relative rate of 12.95 ps⁻¹. A linearly extrapolated guess gives a decay of 0.63 ps⁻¹, and a quadratically extrapolated one a growth of 0.59 ps⁻¹. If the guess is instead propagated by its own Verlet equation, still with one cycle per step, the measured rate is of order 10⁻⁹ ps⁻¹, the floor of the measurement. The nonzero rates belong to this basis and shift by up to a factor of two in larger ones. All four runs stop after one cycle, short of convergence, so incompleteness alone is not the cause of the drift. The cause is incompleteness combined with a guess built from a fixed, finite number of past SCF outputs.

**Setting and linearization**

Atomic units are used. One nuclear coordinate R of mass M moves by the Störmer-Verlet rule with step h,

R_{n+1} − 2R_n + R_{n−1} = (h²/M) f(R_n, D_n).

D is the closed-shell density matrix in the Löwdin-orthogonalized basis, at convergence the projector D*(R) on the occupied orbitals. With G(D) = 2J(D) − K(D) the energy is E = 2 Tr hD + Tr D G(D) + V_nn and the Fock matrix is F = h + G(D). The force is defined as f = −∂E/∂R at fixed D. A fixed number of SCF cycles turns a guess P into an output D, and to first order in P − D*

D = D* + Γ(P − D*).

The Jacobian Γ of one Roothaan cycle follows from first-order perturbation theory. Let i, j be occupied and a, b virtual real orbitals, with gaps Δ_ai = ε_a − ε_i > 0. A guess displaced by δP = Σ u_bj (|b⟩⟨j| + |j⟩⟨b|) changes the Fock matrix by G(δP), and each of the two terms gives one Coulomb and one exchange integral:

δF_ai = Σ_bj W_ai,bj u_bj,  W_ai,bj = 4(ai|bj) − (ab|ij) − (aj|bi).

Diagonalization mixes a into i with coefficient −δF_ai/Δ_ai, so on these rotations Γ = −Δ⁻¹W. The output always lies in the occupied-virtual block at this order, so the remaining eigenvalues of Γ are zero. The matrix Δ^{1/2}ΓΔ^{−1/2} = −Δ^{−1/2}WΔ^{−1/2} is symmetric, so the eigenvalues γ are real. The second-order energy of a rotation u has two parts: idempotency moves weight u² from i to a, which costs 2ΣΔu² in 2 Tr FδD, and Tr δD G(δD) = 2uᵀWu. Their sum 2uᵀ(Δ+W)u is positive at a minimum, and since 1 − Γ = Δ⁻¹(Δ+W), every γ is below 1. The bound γ > −1 is a separate condition, the convergence of the iteration. For n cycles Γ becomes Γⁿ, and linear mixing gives a polynomial in Γ; both keep γ real.

Near equilibrium, with x = R − R_e and δD = D − D*(R_e),

f = −k_fr x + b·δD,  b = ∂f/∂D,  δD* = d x,  d = dD*/dR.

Here k_fr is the force constant at frozen density. Inserting δD = δD* gives the Born-Oppenheimer (BO) force constant k = k_fr − b·d. In rotation variables E = ½k_fr x² − x gᵀu + 2uᵀ(Δ+W)u, whose minimum lies at u = u_d x with g = 4(Δ+W)u_d. For any function T of Γ, with y_j the components of Δ^{1/2}u_d along the eigenvectors of the symmetrized Γ,

b·T(Γ)d = 4u_dᵀ(Δ+W)T(Γ)u_d = Σ_j 4(1 − γ_j) y_j² T(γ_j).

The weights are non-negative, so b·d ≥ 0 and the response of many electronic modes is a weighted sum of single-mode responses. A single mode is described by β = h²b·d/M, k̃ = h²k/M, b0 = k̃ + β, and, with D scaled so that D* = x, by (h²/M)f = −b0 x + βD.

**Drift from the transfer function**

Each scheme below is a linear recurrence at this order. For a solution x_n ∝ zⁿ the density follows as δD = T(z) δD*, and the Verlet equation becomes

z − 2 + 1/z = −k̃ + β(T(z) − 1).

Write z = e^{σ+iθ} with 0 < θ < π. Then z + 1/z = 2 cosh σ cos θ + 2i sinh σ sin θ, and the imaginary part reads 2 sinh σ sin θ = β Im T(z). To first order in β, sinh σ is σ and T is evaluated on the unit circle:

σ = β Im T(e^{iθ}) / (2 sin θ).   (1)

The real part fixes θ through 2 − 2cos θ = k̃ − β(Re T − 1). The amplitude goes as e^{σn}, so the energy changes at the relative rate 2σ/h. A lagging density has Im T < 0 and damps the motion. The neglected term is βσ dT/d ln z on the right, a relative correction of order β|dT/d ln z|/(2 sin θ).

**Guesses from past outputs**

Take P_n = Σ_{k=1}^{q} C_k D_{n−k} with real C_k and a fixed, finite number q of outputs, and C(z) = Σ C_k z^{−k}. Then P = C D, and D = (1−γ)D* + γCD gives

T = (1−γ)/(1 − γC),  Im T = γ(1−γ) Im C / |1 − γC|².

On the unit circle Im C = −Σ C_k sin kθ. The functions sin kθ are linearly independent, so Im C vanishes at isolated θ at most unless all C_k are zero. For γ ≠ 0 every such guess therefore drifts at a generic frequency, and the sign of the drift reverses with the sign of γ. With several modes, contributions of opposite sign can cancel by accident. The same fact is the loss of time reversibility: reading a solution backwards replaces z by 1/z, a reversible scheme needs T(1/z) = T(z), and on the unit circle T(1/z) is the complex conjugate of T(z). For γ = 0, the converged case, T = 1 and the guess has no effect.

Polynomial extrapolation through the last m outputs sets the m-th backward difference to zero, so that 1 − C = w with w = (1 − 1/z)^m: P_n = D_{n−1} for m = 1, 2D_{n−1} − D_{n−2} for m = 2, and 3D_{n−1} − 3D_{n−2} + D_{n−3} for m = 3. Since 1 − e^{−iθ} = 2i sin(θ/2) e^{−iθ/2},

w = (2 sin(θ/2))^m e^{im(π−θ)/2},  Im T = −γ(1−γ) Im w / |1 − γ + γw|².

The three imaginary parts are Im w = sin θ, 4 sin²(θ/2) sin θ, and −8 sin³(θ/2) cos(3θ/2), the last because sin(3π/2 − 3θ/2) = −cos(3θ/2). For |γw| ≪ 1 − γ and small θ, (1) gives

σ ≈ −[βγ / (2(1−γ))] × {1, θ², −θ²}  for m = 1, 2, 3.   (2)

The case m = 1 is ordinary friction for γ > 0, and negative friction for γ < 0. There T ≈ 1 − iθγ/(1−γ), which is a delay of the density by τ = hγ/(1−γ); the force acquires the term −(b·d)τ dx/dt. Since β ∝ h² and θ ≈ ωh, the rate 2σ/h scales as h for m = 1 and as h³ for m = 2 and 3. Going from m = 2 to m = 3 does not raise the order of the drift and reverses its sign.

Higher m also narrows the range of γ that can be tolerated. With the nuclei decoupled (β → 0) the error obeys 1 = γC(z), that is w = 1 − 1/γ. At γ = 0 all roots are zero, and a root can reach the unit circle only where w is real. At θ = π, w = 2^m and γ = −1/(2^m − 1). At θ = 0, w = 0 and γ = 1. For m = 1 and 2 the phase m(π−θ)/2 stays inside (0, π) and there is no other crossing; for m = 3 it equals π at θ = π/3, where w = −1 and γ = 1/2. The windows are (−1, 1), (−1/3, 1) and (−1/7, 1/2). Locating numerically where the largest root modulus passes through 1 gives −1.0000 and 1.0000, −0.3333 and 1.0000, −0.1429 and 0.5000.

Equations (1) and (2) were tested on the scalar recurrence with round parameters b0 = 0.05, β = 0.01, so k̃ = 0.04, which stands for θ² in (2). For x_n = a e^{σn} cos(nθ + δ) the identity cos(A+θ)cos(A−θ) = cos²A − sin²θ gives x_n² − x_{n+1}x_{n−1} = a²e^{2σn} sin²θ, from which σ is read off. For γ = 0.3 the prefactor is 0.01 × 0.3/1.4 = 2.143×10⁻³, and times 0.04 it is 8.571×10⁻⁵. The simulated values are −2.099×10⁻³, −8.791×10⁻⁵ and +8.239×10⁻⁵; they lie within 0.5% of (1) and 4% of (2), relative to the formula. For γ = −0.1 all three signs are reversed. The m = 2 deviation from (1) is the neglected term: dw/d ln z ≈ 2iθ gives dT/d ln z ≈ −2iθγ/(1−γ), so 2θσ[1 + βγ/(1−γ)] = β Im T and |σ| falls by 0.43%, taking 8.828×10⁻⁵ to 8.790×10⁻⁵.

**The auxiliary-density Verlet scheme**

In extended-Lagrangian Born-Oppenheimer dynamics (XL-BOMD) the guess P is a dynamical variable in a harmonic well centred on the SCF output, integrated like the nuclei:

P_{n+1} − 2P_n + P_{n−1} = κ(D_n − P_n),  D_n = SCF(P_n; R_n).   (3)

The dimensionless κ is h² times the squared well frequency; κ = 2 gives P_{n+1} = 2D_n − P_{n−1}. Unrolled, this is the alternating sum 2D_n − 2D_{n−2} + 2D_{n−4} − …, which reaches back to the start of the run and is therefore not one of the finite guesses above. Both (3) and the nuclear equation have the form (value at n+1) + (value at n−1) = function of (R_n, P_n). Any solution read backwards is therefore a solution. No linearization enters, and the number of cycles is arbitrary. The condition is that D_n and the force depend on (R_n, P_n) and on nothing earlier; an SCF accelerator that keeps vectors from previous time steps violates it.

In the linear regime let s = 2 − z − 1/z, which is 4 sin²(θ/2) on the unit circle. From D − P = (1−γ)(D* − P), with κ_e = κ(1−γ), equation (3) reads −sP = κ_e(D* − P), so

P = κ_e D*/(κ_e − s),  T = 1 − γ + γκ_e/(κ_e − s) = 1 + γs/(κ_e − s).

T is real on the unit circle and (1) gives σ = 0. What remains is a density error of relative size γθ²/κ_e, second order in h and in phase with the motion. It changes the frequency: s = k̃ − βγs/(κ_e − s). In the model with γ = 0.3, κ = 2 the relative fall of s is 0.003/1.36 = 0.22%, and of the frequency half that. The simulated |σ| is below 10⁻¹⁶.

**Stability of the auxiliary equation**

With the nuclei fixed, the free solutions of (3) satisfy s = κ_e, or z² + (κ_e − 2)z + 1 = 0. The product of the roots is 1, so either both have modulus 1 or one lies outside the circle. For real κ_e the roots (1 − κ_e/2) ± [(1 − κ_e/2)² − 1]^{1/2} are a distinct pair e^{±iφ}, cos φ = 1 − κ_e/2, if and only if

0 < κ(1−γ) < 4.

At the end points the root is double and the solution grows linearly in n. The condition holds for all γ in (−1, 1) if and only if 0 < κ ≤ 2. Since the density error falls as 1/κ_e, κ = 2 is the most accurate choice that needs no knowledge of the spectrum beyond SCF convergence. The stability is neutral: nothing decays.

If Γ has a complex eigenvalue, κ_e is complex, whereas s is real on the unit circle. No root has modulus 1 and, the product being 1, one lies outside. The scheme is then unstable for every κ > 0, however small |γ| is. The imaginary part of z + 1/z = 2 − κ_e gives, for small Im γ,

ln|z| ≈ κ|Im γ| / (2 sin φ),  cos φ = 1 − Re κ_e/2.

For γ = 0.3 ± 0.02i and κ = 2, cos φ = 0.3, φ = 1.2661, and 0.04/(2 × 0.9539) = 0.02097; the eigenvalues of the step matrix give 0.02096. Roothaan cycles with linear mixing have real γ by the symmetry shown above, which excludes this instability but does not secure γ > −1; for another solver the reality of the spectrum has to be established separately.

**Coupling to the nuclei**

The nuclear equation for one mode is −s x = −b0 x + β[(1−γ)x + γP], or (b′ − s)x = βγP with b′ = b0 − β(1−γ). Multiplying by (κ_e − s)P = κ_e x,

(κ_e − s)(b′ − s) = βγκ_e,
s = ½{κ_e + b′ ± [(κ_e − b′)² + 4βγκ_e]^{1/2}}.

Each s gives a pair z, 1/z, which lies on the unit circle if and only if s is real and in [0, 4]. Apart from degenerate boundary cases, the coupled motion is bounded if and only if both s are real and in (0, 4). This result is not restricted to first order in β: because the equation depends on z through s alone, a simple root cannot leave the circle without first meeting another. For γ > 0 the discriminant is positive. For γ < 0 it is negative in the band |κ_e − b′| < 2(β|γ|κ_e)^{1/2}, where the auxiliary and nuclear frequencies collide, and the scheme is reversible and yet exponentially unstable. With γ = −0.5, b′ = 0.05 − 0.015 = 0.035 and κ = 0.035/1.5 = 0.02333, Im s = (0.01 × 0.5 × 0.035)^{1/2} = 0.01323, and the step matrix gives ln|z| = 0.03492 per step. The criterion was tested against the step matrix on a grid of κ and γ. For κ = 2 and γ < 0, κ_e exceeds 2 while b′ is of order θ², so the band is far away; it matters when κ is chosen small. For γ → 1, κ_e falls towards θ², the pole of T approaches and accuracy is lost although s stays real.

**Noise and dissipation**

Let D_n carry uncorrelated noise of unit variance. A unit impulse enters (3) multiplied by κ, and the solution with G_0 = 0, G_1 = κ is G_n = κ sin(nφ)/sin φ. The variance of P after N steps is ΣG_n². Since Σ sin² nφ = N/2 − ½Σ cos 2nφ and |Σ cos 2nφ| ≤ 1/sin φ,

Var P ≈ κ²N / (2 sin²φ),

which grows without bound. For γ = 0.3, κ = 2, sin²φ = 0.91 and the value is 4000/1.82 = 2197.8 at N = 1000 and 4395.6 at N = 2000, as the iterated impulse response confirms.

Damping is added as α Σ_{k=0}^{K} c_k P_{n−k} on the right of (3), with α > 0. This term looks backwards and breaks reversibility, so it is built to be strong at the auxiliary frequency φ and weak at small θ. With c(1/z) = Σ c_k z^{−k}, the imaginary part on the circle is −S(θ), S = Σ c_k sin kθ. Choose

S(θ) = 2^{K−1} sin θ (1 − cos θ)^{K−2} (1 + cos θ),  c_0 = −Σ_{k≥1} c_k.

Because sin kθ = sin θ U_{k−1}(cos θ) and the Chebyshev polynomials U_0 to U_{K−1} span the polynomials of degree K−1, this fixes c_1 to c_K; c_0 leaves a constant P unaffected. For K = 3, S = 4 sin³θ = 3 sin θ − sin 3θ and c = (−2, 3, 0, −1). For K = 5, with t = cos θ, 16(1−t)³(1+t) = 16 − 32t + 32t³ − 16t⁴ = −U_4 + 4U_3 − 3U_2 − 8U_1 + 14U_0, so c = (−6, 14, −8, −3, 4, −1). At small θ, S ≈ 2^{K−1}θ(θ²/2)^{K−2} × 2 = 4θ^{2K−3}. The odd moments Σ c_k k^j thus vanish for j < 2K−3, and the first survivors are −24 = −4 × 3! and −20160 = −4 × 7!.

For real γ and fixed nuclei the stability region follows exactly. The roots are those of the monic polynomial p(z) = z^K B(z) of degree K+1, with B = z − 2 + 1/z + κ_e − αc(1/z). On the circle Im B = αS(θ), which is nonzero for 0 < θ < π, so a root of modulus 1 must be ±1. Now B(1) = κ_e and B(−1) = κ_e − 4 − αc(−1), with c(−1) = Σ(−1)^k c_k. The set α > 0, 0 < κ_e < 4 + αc(−1) is an intersection of half-planes, hence connected, and no root crosses the circle within it. At small α, K−1 roots are near zero and the other two have σ = −αS(φ)/(2 sin φ) < 0, from 2σ sin φ = α Im c. All roots are therefore inside the circle throughout the set. For κ_e < 0, p(1) < 0 while p(+∞) > 0, so a real root exceeds 1. For κ_e above the upper limit p(−1) has the sign (−1)^K, opposite to that at −∞, so a real root lies below −1. The auxiliary motion decays if and only if

0 < κ(1−γ) < 4 + αc(−1),

and covering all γ in (−1, 1) requires κ ≤ 2 + αc(−1)/2. Root scans for K = 3, 4, 5 over α and κ_e agree. With c(−1) = −4 and −20, the chosen values α = 0.1 (K = 3) and 0.02 (K = 5) both give κ = 1.8. The variance now saturates, by Parseval's theorem at the mean of κ²/|B(e^{iθ})|² over θ: 6.75 for K = 3 and 21.6 for K = 5 at γ = 0.3, from the impulse sum and the integral alike. The undamped scheme gains about 2.2 per step and passes 21.6 after some ten steps. The damping vanishes as φ → 0, so modes with γ near 1 are hardly damped. With κ at its upper limit the same holds as γ → −1, where a root approaches −1: at γ = −0.99, 1 − |z| is 2×10⁻³ for K = 3 and 4×10⁻³ for K = 5.

The price is a drift. Now T = 1 − γ + γκ_e/B with B = κ_e − s − α Re c + iαS, so Im T = −γκ_e αS/|B|², and with |B| ≈ κ_e and S ≈ 4θ^{2K−3}

σ ≈ −2βγα θ^{2K−4} / κ_e.   (4)

The rate 2σ/h scales as h^{2K−3}. In the model with γ = 0.3, κ_e = 1.26, and (4) gives 2 × 0.003 × 0.1 × 0.04/1.26 = 1.905×10⁻⁵ for K = 3 and 2 × 0.003 × 0.02 × 0.04³/1.26 = 6.10×10⁻⁹ for K = 5; the simulations give 2.036×10⁻⁵ and 6.39×10⁻⁹, within 0.4% of (1). The 7% excess over (4) for K = 3 comes mainly from |B|: Re c ≈ −½θ²Σk²c_k = 3θ², so |B| ≈ 1.26 − 0.04 − 0.012 = 1.208, and (1.26/1.208)² = 1.09 times (1 + cos θ)/2 = 0.99 is 1.08. By (2) and (4), K = 3 has the order of linear extrapolation, with a drift smaller by the factor 4α/κ = 0.22.

**H2 with nonlinear SCF cycles**

The bond of H2 was propagated with full Roothaan cycles in the 6-31G** basis (10 functions), the integrals being interpolated in R and tested against a direct RHF energy and gradient. RHF omits correlation, the basis is incomplete, and rotation and nuclear quantum effects are absent; the reference is the BO surface at this level. At R_e = 1.3844 bohr, k_fr − k = 0.58212 − 0.40970 = 0.17242 E_h/bohr², equal to b·d computed separately. With μ = 918.076 and h = 10.3353,

β = 10.3353² × 0.17242/918.076 = 0.020061,  θ_0 = 0.2188 rad per step.

The nine nonzero eigenvalues of a finite-difference Γ match −Δ⁻¹W and run from 0.094 to 0.275, inside all the windows above. This narrow, all-positive spectrum is not typical. At RHF/6-31G the one-cycle γ of H2O run from −0.59 to 0.52, outside the m = 2 and m = 3 windows, and those of N2 (1.09 Å) from −1.06 to 0.69, where a plain cycle diverges and κ = 2 gives κ_e = 4.11 > 4. The nine virtual orbitals comprise two σ_g, three σ_u and two degenerate π pairs, and the stretch couples at first order to the two σ_g modes alone. The weighted lag b·Γ(1−Γ)⁻¹d/(b·d) is 0.1626 steps, so (2) predicts σ = −0.020061 × 0.16259/2 = −1.631×10⁻³ for m = 1.

Each run started at a turning point 0.01 bohr from R_e with a converged history and lasted 1500 steps. The initial energy of 20.26 μE_h is 1% below ½kA² = 20.49 μE_h, which gauges the anharmonicity. σ was taken from the ratio of kinetic plus BO energy averaged over an early and a late window of 500 steps with weight sin⁴. The results, per step and with one cycle unless noted, are

scheme  σ dynamics  σ from (1)
m = 1  −1.619×10⁻³  −1.616×10⁻³
m = 1, 2 cycles  −2.032×10⁻⁴  −2.032×10⁻⁴
m = 1, 4 cycles  −4.267×10⁻⁶  −4.267×10⁻⁶
m = 2  −7.847×10⁻⁵  −7.871×10⁻⁵
m = 3  +7.407×10⁻⁵  +7.410×10⁻⁵
K = 3  −1.842×10⁻⁵  −1.846×10⁻⁵
K = 5  −8.27×10⁻⁹  −8.24×10⁻⁹

All agree within 0.4% of the formula. For m = 1, 2σ/h = −2 × 1.6192×10⁻³/(2.5×10⁻⁴ ps) = −12.95 ps⁻¹, an e-folding time of 77 fs and an initial loss of 12.953 × 20.258 = 262 μE_h/ps. The m = 2 deviation of 0.30% is close to the correction derived above, 0.0201 × 0.163 = 0.33%. The ratio of K = 3 to m = 2 is 0.235 against the leading 0.22, and that of K = 5 to K = 3 is 4.5×10⁻⁴ against 0.2 θ_0⁴ = 4.6×10⁻⁴. The K = 5 value is specific to the small amplitude: it becomes −1.04×10⁻⁸ at A = 0.07 bohr and −2.64×10⁻⁸ at A = 0.2 bohr, while m = 1, m = 2 and K = 3 change by 5% or less.

Extra cycles reduce the m = 1 drift by 8.0 from one to two and by 47.6 from two to four. A single mode reproducing the lag would have γ = 0.140 and, by (2), ratios (1+γ)/γ = 8.15 and (1+γ²)/γ² = 52; the slower fall comes mainly from the non-negative weights on two different γ, the larger one gaining with n, and for the first ratio partly from the finite-θ correction to (2). Reaching the K = 5 drift from the four-cycle value needs a further factor of 516, and the gain per cycle slows from 6.7 to 6.5: seven cycles give −1.48×10⁻⁸ and eight give −2.27×10⁻⁹, so that eight cycles per step are needed against one. This count is for m = 1; in the linearized motion m = 2 and m = 3 pass the K = 5 value at six cycles, with −4.6×10⁻⁹ and +4.4×10⁻⁹.

Undamped XL-BOMD with κ = 2 gave σ = 1.3×10⁻¹³, ten orders below m = 1; the test was |σ| < 10⁻⁹, and the residue is a floor of the measurement whose origin is not established: window weights sin⁶ and sin⁸ leave it at 0.9×10⁻¹³ and 2.8×10⁻¹³. Reversibility was tested by running 300 steps out, exchanging the last two time levels and running 300 back. XL returned to the starting R with zero difference in double precision; the test demanded 10⁻¹⁰ bohr, since rounding need not retrace itself. With m = 1 the reversed run is another damped run, so the phase retraces at leading order while the amplitude shrinks twice by e^{σN}. The predicted miss is A(e^{2σN} − 1) = 0.01 × (e^{−0.9715} − 1) = −6.21×10⁻³ bohr, and the observed one is −6.24×10⁻³ bohr.

**Limits of the analysis**

Reversibility of (3) holds for the nonlinear map; the statements on drift and stability are for small motion about a minimum with a gap. The force f(R, D(P; R)) and the term κ(D − P) have not been shown to derive from one potential, so the scheme has not been shown to be symplectic, and nothing above bounds the energy error for chaotic many-atom motion. The size of every drift depends on b·d and on how it is distributed over the electronic modes, and both change with the representation of the density and the definition of the force; the H2 numbers belong to the Löwdin basis and to f = −∂E/∂R at fixed D. They are not converged in the basis set. In cc-pVDZ, 6-311G**, cc-pVTZ and aug-cc-pVTZ the force constant k changes by about 2%, but b·d is 0.135, 0.170, 0.223 and 0.468 E_h/bohr², and the linearized m = 1 rate is −13.6, −13.3, −14.9 and −27.7 ps⁻¹ against −12.95 here; the rates for m = 2, m = 3 and K = 3 scale in about the same proportion, and all signs are unchanged.

Table of computed values

```
K=3: c=[-2, 3, 0, -1] c(-1)=-4 moment3=-24 alpha=0.1 kappa=1.80
K=5: c=[-6, 14, -8, -3, 4, -1] c(-1)=-20 moment7=-20160 alpha=0.02 kappa=1.80
model: b0=0.05 beta=0.01 theta0=0.20033 rad/step; sigma per step: simulated formula leading
 gamma=+0.3 m=1 -2.0994e-03 -2.0914e-03 -2.1429e-03
 gamma=+0.3 m=2 -8.7905e-05 -8.8278e-05 -8.5714e-05
 gamma=+0.3 m=3 +8.2391e-05 +8.2432e-05 +8.5714e-05
 gamma=+0.3 XL  |sigma simulated|=3.0e-17
 gamma=+0.3 K=3 -2.0362e-05 -2.0429e-05 -1.9048e-05
 gamma=+0.3 K=5 -6.3938e-09 -6.4111e-09 -6.0952e-09
 gamma=-0.1 m=1 +4.5588e-04 +4.5605e-04 +4.5455e-04
 gamma=-0.1 m=2 +1.8085e-05 +1.8069e-05 +1.8182e-05
 gamma=-0.1 m=3 -1.7450e-05 -1.7448e-05 -1.8182e-05
 gamma=-0.1 XL  |sigma simulated|=2.1e-18
 gamma=-0.1 K=3 +4.2224e-06 +4.2195e-06 +4.0404e-06
 gamma=-0.1 K=5 +1.3397e-09 +1.3390e-09 +1.2929e-09
extrapolation m=1: stable for -1.0000 < gamma < 1.0000
extrapolation m=2: stable for -0.3333 < gamma < 1.0000
extrapolation m=3: stable for -0.1429 < gamma < 0.5000
complex gamma=0.3+0.02i kappa=2.0: phi=1.2661 rad, ln|z|=0.02096 formula 0.02097
coupled resonance gamma=-0.5 b'=0.0350 kappa=0.02333: Im s=0.01323 ln|z|=0.03492
noise gain XL gamma=0.3 N=1000: 2197.8 formula 2197.8
noise gain XL gamma=0.3 N=2000: 4395.6 formula 4395.6
noise gain K=3 gamma=0.3 saturated: 6.7504 integral 6.7504
noise gain K=5 gamma=0.3 saturated: 21.6082 integral 21.6082
H2 RHF/6-31G**: Re=1.38436 bohr E=-1.13133359 Eh nbasis=10 mu=918.076 m_e
k_BO=0.40970 k_frozen=0.58212 b.d=0.17242 Eh/bohr^2
harmonic wavenumber=4636.4 cm^-1
h=0.25 fs (10.3353 au) theta0=0.21877 rad/step beta=2.00611e-02
gamma (one cycle): 0.0939 0.1128 0.1158 0.1281 0.1281 0.1341 0.1341 0.1572 0.2749
weighted lag gamma/(1-gamma)=0.16259 steps; leading sigma(m=1)=-1.6308e-03
amplitude=0.01 bohr, vibrational energy=20.258 microEh, 1500 steps
scheme cycles sigma_MD sigma_formula (per step), 2sigma/h (ps^-1), initial drift (microEh/ps)
 m=1 1 -1.6192e-03 -1.6157e-03 -1.2953e+01 -2.6241e+02
 m=1 2 -2.0322e-04 -2.0318e-04 -1.6258e+00 -3.2934e+01
 m=1 4 -4.2665e-06 -4.2667e-06 -3.4132e-02 -6.9145e-01
 m=2 1 -7.8468e-05 -7.8708e-05 -6.2774e-01 -1.2717e+01
 m=3 1 +7.4072e-05 +7.4101e-05 +5.9257e-01 +1.2004e+01
 XL 1 +1.3380e-13 +1.1042e-19 +1.0704e-09 +2.1685e-08
 K=3 1 -1.8421e-05 -1.8464e-05 -1.4737e-01 -2.9854e+00
 K=5 1 -8.2708e-09 -8.2430e-09 -6.6166e-05 -1.3404e-03
return miss after 300 steps out and back: XL 0.0e+00 bohr
return miss m=1: -6.2430e-03 bohr, A(exp(2 sigma N)-1)=-6.2148e-03 bohr
```
